# Spin-wave neutron intensities from classical spin dynamics: a numerical check

```python
"""Classical spin dynamics and the quantum factor for one-magnon scattering.

Result under test:
    S_quantum(q, w) = F(w/kT) S_classical(q, w),  F(x) = x / (1 - exp(-x)),
for transverse spin components in the harmonic regime. At low temperature
the integrated xx+yy intensity per site must become
    S sqrt((D - cos q)/(D + cos q)), at w = 2 J S sqrt(D^2 - cos(q)^2).
Model: ring H = J sum(SxSx + SySy + D SzSz), J > 0, D > 1, Neel order on z.
S: spin length; q: wavevector times site spacing; w: neutron energy loss.
Energies are in meV, times in hbar/meV, temperatures in K.
Spin arrays have shape (component, site, independent copy).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

J, D, S, N = 1.0, 1.25, 2.5, 16
COUPLING = np.array([J, J, J * D])
KB = constants.k / constants.e * 1e3
HBAR_FS = constants.hbar / constants.e * 1e18
HARTREE_MEV = constants.physical_constants["Hartree energy in eV"][0] * 1e3
DT, STRIDE, RECORDS = 0.02, 10, 200
rng = np.random.default_rng(2718)


def quantum_factor(x):
    """x/(1-exp(-x)), written so that large negative x cannot overflow."""
    x = np.asarray(x, dtype=float)
    a = np.maximum(np.abs(x), 1e-12)
    return a / (-np.expm1(-a)) * np.exp(np.minimum(x, 0.0))


def neighbour_sum(a):
    return np.roll(a, 1, axis=0) + np.roll(a, -1, axis=0)


def gradient(s):
    """Derivative of the energy with respect to each spin."""
    return np.stack([COUPLING[a] * neighbour_sum(s[a]) for a in range(3)])


def energy(s):
    return sum(COUPLING[a] * np.sum(s[a] * np.roll(s[a], 1, axis=0), axis=0)
               for a in range(3))


def symplectic_step(s, dt):
    """Palindromic product of exact flows of the x, y and z energies."""
    for axis, part in ((0, .5), (1, .5), (2, 1.), (1, .5), (0, .5)):
        angle = part * dt * COUPLING[axis] * neighbour_sum(s[axis])
        b, c = (axis + 1) % 3, (axis + 2) % 3
        co, si = np.cos(angle), np.sin(angle)
        s[b], s[c] = co * s[b] - si * s[c], si * s[b] + co * s[c]
    return s


def sublattice_step(s, dt):
    """Rotate one sublattice while the other is frozen, in palindromic order."""
    for start, part in ((0, .5), (1, 1.), (0, .5)):
        g = gradient(s)[:, start::2]
        rate = np.sqrt(np.sum(g * g, axis=0))
        u, v = g / rate, s[:, start::2].copy()
        angle = rate * dt * part
        s[:, start::2] = (v * np.cos(angle)
                          + np.cross(u, v, axis=0) * np.sin(angle)
                          + u * np.sum(u * v, axis=0) * (1 - np.cos(angle)))
    return s


def symplectic_defect(step, dt=0.1, h=2e-5):
    """Largest element of M^T W M - W in canonical variables (phi, Sz).

    Also returns the energy change of the step.
    """
    base = np.array([0.3, 2.1, 4.0, 5.2, 1.0, -0.8, 0.4, -1.1])
    v = base[:, None] + h * np.hstack([np.eye(8), -np.eye(8)])
    phi, z = v[:4], v[4:]
    r = np.sqrt(S * S - z * z)
    s = np.stack([r * np.cos(phi), r * np.sin(phi), z])
    before = energy(s)
    s = step(s, dt)
    phi = np.arctan2(s[1], s[0])
    dphi = np.angle(np.exp(1j * (phi[:, :8] - phi[:, 8:])))
    jac = np.vstack([dphi, s[2][:, :8] - s[2][:, 8:]]) / (2 * h)
    w = np.kron(np.array([[0., 1.], [-1., 0.]]), np.eye(4))
    return (np.max(np.abs(jac.T @ w @ jac - w)),
            np.max(np.abs(energy(s) - before)))


def thermal_sample(kt, copies, sweeps=60):
    """Exact conditional draws on alternate sublattices, from Neel order."""
    s = np.zeros((3, N, copies))
    s[2] = S * ((-1.0) ** np.arange(N))[:, None]
    for _ in range(sweeps):
        for start in (0, 1):
            g = gradient(s)[:, start::2]
            size = np.sqrt(np.sum(g * g, axis=0))
            n = -g / size
            kappa = S * size / kt
            u = 1.0 - rng.random(size.shape)
            c = 1 + np.log(u + (1 - u) * np.exp(-2 * kappa)) / kappa
            r = np.sqrt(np.maximum(0.0, 1 - c * c))
            psi = 2 * np.pi * rng.random(size.shape)
            e1 = np.stack([np.zeros_like(c), n[2], -n[1]])
            e1 /= np.hypot(n[1], n[2])
            e2 = np.cross(n, e1, axis=0)
            s[:, start::2] = S * (c * n + r * (np.cos(psi) * e1
                                               + np.sin(psi) * e2))
    return s


def fold(a):
    """Average q and -q along the first axis and keep q = 0 ... pi."""
    k = np.arange(N // 2 + 1)
    return 0.5 * (a[k] + a[(-k) % N])


def simulate(temperature, copies):
    kt = KB * temperature
    s = thermal_sample(kt, copies)
    initial = s.copy()
    start_energy = energy(s)
    track = np.empty((2, RECORDS, N, copies))
    energy_error = np.empty(RECORDS)
    for i in range(RECORDS):
        track[:, i] = s[:2]
        for _ in range(STRIDE):
            symplectic_step(s, DT)
        energy_error[i] = np.sqrt(np.mean((energy(s) - start_energy)**2)) / N
    window = np.sin(np.pi * np.arange(RECORDS) / RECORDS)**2
    window /= np.sqrt(np.mean(window**2))
    power = np.zeros((RECORDS, N, copies))
    for component in track:
        f = np.fft.fft2(component * window[:, None, None], axes=(0, 1))
        power += np.abs(f)**2 / (RECORDS**2 * N)
    w = 2 * np.pi * np.fft.fftfreq(RECORDS, d=DT * STRIDE)
    classical = fold(power.sum(axis=0))
    corrected = fold(np.einsum("w,wqc->qc", quantum_factor(w / kt), power))
    first = fold(np.einsum("w,wqc->qc", np.abs(w), power))
    return dict(initial=initial, energy_error=energy_error,
                classical=classical.mean(axis=1),
                corrected=corrected.mean(axis=1),
                error=corrected.std(axis=1, ddof=1) / np.sqrt(copies),
                peak=first.mean(axis=1) / classical.mean(axis=1),
                length=np.max(np.abs(np.sum(s * s, axis=0) - S * S)))


def dimer_spectrum(spin, t, mmax=20):
    """Thermal loss and gain weights of (S1x-S2x)/sqrt(2), full quantum dimer.

    Energies are in units of J; blocks are labelled by total Sz.
    """
    def ladder(m):
        return np.sqrt(np.maximum(0.0, spin * (spin + 1) - m * (m + 1)))
    blocks = []
    for m in range(-mmax, mmax + 1):
        m1 = np.arange(max(-spin, m - spin), min(spin, m + spin) + 1.0)
        m2 = m - m1
        off = 0.5 * ladder(m1[:-1]) * ladder(m2[:-1] - 1)
        e, v = eigh_tridiagonal(D * m1 * m2, off)
        blocks.append((m1, m2, e, v))
    e0 = min(b[2][0] for b in blocks)
    z = sum(np.sum(np.exp(-(b[2] - e0) / t)) for b in blocks)
    loss = gain = 0.0
    for (a1, a2, ea, va), (b1, b2, eb, vb) in zip(blocks[:-1], blocks[1:]):
        op = (np.where(b1[:, None] == a1 + 1, ladder(a1), 0.0)
              - np.where(b1[:, None] == a1, ladder(a2), 0.0))
        weight = (vb.T @ op @ va)**2 / 8
        pa = np.exp(-(ea - e0) / t)[None, :] / z
        pb = np.exp(-(eb - e0) / t)[:, None] / z
        up = eb[:, None] > ea[None, :]
        loss += np.sum(weight * np.where(up, pa, pb))
        gain += np.sum(weight * np.where(up, pb, pa))
    return np.array([loss, gain])


# Spin-wave formulas to be tested.
q = 2 * np.pi * np.arange(N // 2 + 1) / N
wave_energy = 2 * J * S * np.sqrt(D**2 - np.cos(q)**2)
wave_intensity = S * np.sqrt((D - np.cos(q)) / (D + np.cos(q)))
gap = wave_energy[-1]

# Geometry of the two integrators.
defect, _ = symplectic_defect(symplectic_step)
sub_defect, sub_energy = symplectic_defect(sublattice_step)
assert defect < 1e-6
assert sub_defect > 1e-4 and sub_energy < 1e-10

# Zero-point covariance of the ring from real-space matrices.
adjacency = np.roll(np.eye(N), 1, axis=0) + np.roll(np.eye(N), -1, axis=0)
stiff_x = S * J * (2 * D * np.eye(N) + adjacency)
stiff_p = S * J * (2 * D * np.eye(N) - adjacency)
ev, vec = np.linalg.eigh(stiff_x)
root = (vec * np.sqrt(ev)) @ vec.T
inverse_root = (vec / np.sqrt(ev)) @ vec.T
w2, modes = np.linalg.eigh(root @ stiff_p @ root)
covariance = 0.5 * inverse_root @ (modes * np.sqrt(w2)) @ modes.T @ inverse_root
waves = np.exp(1j * np.outer(q, np.arange(N))) / np.sqrt(N)
matrix_intensity = 2 * S * np.einsum("qi,ij,qj->q", waves.conj(),
                                     covariance, waves).real
assert np.allclose(matrix_intensity, wave_intensity, rtol=1e-9)
all_q = 2 * np.pi * np.arange(N) / N
assert np.allclose(np.sort(np.sqrt(w2)),
                   np.sort(2 * J * S * np.sqrt(D**2 - np.cos(all_q)**2)))

# Full quantum spins at kT equal to the magnon energy; errors must fall with S.
dimer = []
for big_spin in (50, 200):
    w_dimer = big_spin * np.sqrt(D**2 - 1)
    t_dimer = w_dimer
    exact = dimer_spectrum(big_spin, t_dimer)
    half_classical = 0.5 * t_dimer / (D - 1)
    predicted = half_classical * quantum_factor(
        np.array([w_dimer, -w_dimer]) / t_dimer)
    dimer.append((big_spin, exact, predicted,
                  np.max(np.abs(exact / predicted - 1))))
assert dimer[1][3] < 0.05 and dimer[1][3] < 0.6 * dimer[0][3]

# Low-temperature simulation.
T_COLD, T_WARM, COPIES, WARM_COPIES = 0.2, 5.0, 800, 300
cold = simulate(T_COLD, COPIES)
kt = KB * T_COLD
excess = np.mean(energy(cold["initial"])) / N + J * D * S**2
assert abs(excess / kt - 1) < 0.05
fourier = np.fft.fft(cold["initial"][:2], axis=1)
samples = fold(np.sum(np.abs(fourier)**2, axis=0) / N)
static = samples.mean(axis=1)
static_error = samples.std(axis=1, ddof=1) / np.sqrt(COPIES)
equipartition = kt / (J * (D + np.cos(q)))
# Five standard errors plus two percent for anharmonicity.
assert np.all(np.abs(static - equipartition)
              < 5 * static_error + 0.02 * equipartition)
assert cold["length"] < 1e-9
early = cold["energy_error"][:RECORDS // 4].mean()
late = cold["energy_error"][-RECORDS // 4:].mean()
assert late < 1.5 * early and late < 0.02 * kt

step_errors = []
for dt in (0.04, 0.02):
    trial = cold["initial"][:, :, :100].copy()
    e_start = energy(trial)
    for _ in range(round(2.0 / dt)):
        symplectic_step(trial, dt)
    step_errors.append(np.sqrt(np.mean((energy(trial) - e_start)**2)))
order_ratio = step_errors[0] / step_errors[1]
assert 3.3 < order_ratio < 4.7

ratio = cold["corrected"] / wave_intensity
assert np.all(np.abs(cold["peak"] / wave_energy - 1) < 0.015)
assert np.all(np.abs(ratio - 1) < 5 * cold["error"] / wave_intensity + 0.02)
assert abs(ratio.mean() - 1) < 0.03

# A warm classical run softens the gap although quantum magnons are rare.
warm = simulate(T_WARM, WARM_COPIES)
kt_warm = KB * T_WARM
occupation = 1 / np.expm1(gap / kt_warm)
assert warm["peak"][-1] < 0.98 * gap and occupation < 1e-3

# Two-magnon process: destroy energy wa, create energy wb.
wa, wb = wave_energy.min(), wave_energy.max()
levels = np.arange(200)
pa = np.exp(-levels * wa / kt_warm)
pb = np.exp(-levels * wb / kt_warm)
quantum_pair = (np.sum(levels * pa) / pa.sum()
                * np.sum((levels + 1) * pb) / pb.sum())


def mean_action(w):
    top = quad(lambda a: a * np.exp(-a * w / kt_warm), 0, 40 * kt_warm / w)[0]
    low = quad(lambda a: np.exp(-a * w / kt_warm), 0, 40 * kt_warm / w)[0]
    return top / low


pair_factor = quantum_pair / (mean_action(wa) * mean_action(wb))
wrong_factor = float(quantum_factor((wb - wa) / kt_warm))
assert pair_factor < 0.1 * wrong_factor

print(f"Model: J = {J:.2f} meV, D = {D:.2f}, S = {S:.1f}, sites = {N}")
print(f"Cold run: T = {T_COLD:.1f} K, kT = {kt:.5f} meV, copies = {COPIES}")
print(f"Time step = {DT * HBAR_FS:.3f} fs")
print(f"Recorded duration = {DT * STRIDE * RECORDS * HBAR_FS / 1000:.2f} ps")
print(f"Energy bin = {2 * np.pi / (DT * STRIDE * RECORDS):.4f} meV")
print(f"Symplectic defect, component splitting = {defect:.1e} (no unit)")
print(f"Symplectic defect, sublattice rotation = {sub_defect:.1e} (no unit)")
print(f"Energy change, sublattice rotation = {sub_energy:.1e} meV")
print(f"Energy-error ratio on halving the step = {order_ratio:.3f} (no unit)")
print(f"Rms energy error per site, first quarter = {early:.2e} meV")
print(f"Rms energy error per site, last quarter = {late:.2e} meV")
print(f"Sampled thermal energy per site = {excess:.5f} meV")
print("Columns: q/pi; energy spin-wave, simulated (meV);")
print(" intensity per site: classical, corrected, std. error, spin-wave")
for i in range(len(q)):
    print(f"{q[i] / np.pi:.3f}  {wave_energy[i]:.4f} {cold['peak'][i]:.4f}  "
          f"{cold['classical'][i]:.5f} {cold['corrected'][i]:.4f} "
          f"{cold['error'][i]:.4f} {wave_intensity[i]:.4f}")
print(f"Mean corrected/spin-wave intensity = {ratio.mean():.4f} (no unit)")
print(f"Factor F at the gap, cold = {quantum_factor(gap / kt):.2f} (no unit)")
print(f"Spin-wave gap = {gap:.4f} meV = {gap / HARTREE_MEV:.4e} hartree")
print(f"Gap if length were sqrt(S(S+1)) = "
      f"{gap * np.sqrt((S + 1) / S):.4f} meV")
for big_spin, exact, predicted, err in dimer:
    print(f"Dimer S = {big_spin}, kT = magnon energy, weights (no unit):")
    print(f"  loss: quantum {exact[0]:.3f}, factor {predicted[0]:.3f}")
    print(f"  gain: quantum {exact[1]:.3f}, factor {predicted[1]:.3f}")
    print(f"  largest relative error = {100 * err:.2f} percent")
print(f"Warm run: T = {T_WARM:.1f} K, kT = {kt_warm:.4f} meV, "
      f"copies = {WARM_COPIES}")
print(f"Warm mean |energy| at q = pi: {warm['peak'][-1]:.4f} meV")
print(f"Warm corrected intensity at q = pi: {warm['corrected'][-1]:.3f} "
      f"+- {warm['error'][-1]:.3f} per site")
print(f"Quantum gap-magnon occupation, warm = {occupation:.2e} (no unit)")
print(f"Two-magnon energies: destroyed {wa:.2f}, created {wb:.2f} meV")
print(f"Two-magnon true factor, warm = {pair_factor:.4f} (no unit)")
print(f"Two-magnon F(energy loss/kT), warm = {wrong_factor:.4f} (no unit)")
print("tests ok")
```

It prints:

```
Model: J = 1.00 meV, D = 1.25, S = 2.5, sites = 16
Cold run: T = 0.2 K, kT = 0.01723 meV, copies = 800
Time step = 13.164 fs
Recorded duration = 26.33 ps
Energy bin = 0.1571 meV
Symplectic defect, component splitting = 1.8e-11 (no unit)
Symplectic defect, sublattice rotation = 1.7e-03 (no unit)
Energy change, sublattice rotation = 2.2e-15 meV
Energy-error ratio on halving the step = 3.983 (no unit)
Rms energy error per site, first quarter = 3.32e-05 meV
Rms energy error per site, last quarter = 3.33e-05 meV
Sampled thermal energy per site = 0.01726 meV
Columns: q/pi; energy spin-wave, simulated (meV);
 intensity per site: classical, corrected, std. error, spin-wave
0.000  3.7500 3.7632  0.00778 0.8494 0.0225 0.8333
0.125  4.2099 4.2181  0.00797 0.9747 0.0161 0.9683
0.250  5.1539 5.1537  0.00892 1.3335 0.0243 1.3167
0.375  5.9499 5.9446  0.01050 1.8116 0.0323 1.8221
0.500  6.2500 6.2430  0.01372 2.4855 0.0614 2.5000
0.625  5.9499 5.9446  0.01971 3.3997 0.0606 3.4301
0.750  5.1539 5.1537  0.03193 4.7744 0.0871 4.7467
0.875  4.2099 4.2181  0.05246 6.4195 0.1061 6.4546
1.000  3.7500 3.7631  0.06893 7.5251 0.1992 7.5000
Mean corrected/spin-wave intensity = 1.0024 (no unit)
Factor F at the gap, cold = 217.58 (no unit)
Spin-wave gap = 3.7500 meV = 1.3781e-04 hartree
Gap if length were sqrt(S(S+1)) = 4.4371 meV
Dimer S = 50, kT = magnon energy, weights (no unit):
  loss: quantum 121.222, factor 118.648
  gain: quantum 45.948, factor 43.648
  largest relative error = 5.27 percent
Dimer S = 200, kT = magnon energy, weights (no unit):
  loss: quantum 476.812, factor 474.593
  gain: quantum 176.591, factor 174.593
  largest relative error = 1.14 percent
Warm run: T = 5.0 K, kT = 0.4309 meV, copies = 300
Warm mean |energy| at q = pi: 3.5881 meV
Warm corrected intensity at q = pi: 7.509 +- 0.273 per site
Quantum gap-magnon occupation, warm = 1.66e-04 (no unit)
Two-magnon energies: destroyed 3.75, created 6.25 meV
Two-magnon true factor, warm = 0.0210 (no unit)
Two-magnon F(energy loss/kT), warm = 5.8198 (no unit)
tests ok
```
